# Zur–McGill coincidence cells: enumeration, lattice reduction and the price of low strain: a numerical check

```python
"""Coincidence supercells of two plane lattices (Zur-McGill search).

Result under test: Hermite normal forms list all sublattices once; the pair of
reduced bases has the least logarithmic strain (mirror images allowed); and the
number of matches below strain eta up to cell area Omega is, for generic
lattices, 4 sqrt(2) zeta(2)^2 x^4 eta^3 with x = Omega/sqrt(area_A area_B).

Symbols: n, m = indices of film and substrate sublattices;
s = log of area ratio; d = log of ratio of principal stretches;
eta = sqrt((s^2+d^2)/2) = norm of the logarithmic strain.
Cells are stored as rows; a Gram matrix is stored as p=u.u, q=v.v, c=u.v.
"""
import itertools
import math
import numpy as np
from scipy.constants import e as CHARGE
from scipy.optimize import minimize_scalar
from scipy.special import zeta

rng = np.random.default_rng(12345)
MAX_INDEX = 120


def hermite_forms(n):
    """Rows (i, j), (0, k) with i*k = n and 0 <= j < k."""
    return [(n // k, j, k) for k in range(1, n + 1) if n % k == 0
            for j in range(k)]


FORMS = []
START = [0, 0]
for index in range(1, MAX_INDEX + 1):
    FORMS.extend(hermite_forms(index))
    START.append(len(FORMS))
FORMS = np.array(FORMS)


def reduce_gram(p, q, c):
    """Reduce to 0 <= 2c <= p <= q, elementwise."""
    for _ in range(200):
        r = np.rint(c / p)
        q = q - 2 * r * c + r * r * p
        c = np.abs(c - r * p)
        swap = p > q * (1 + 1e-12)
        if not np.any(swap):
            return p, q, c
        p, q = np.where(swap, q, p), np.where(swap, p, q)
    raise RuntimeError("lattice reduction did not finish")


def sublattice_shapes(basis, largest):
    """Reduced Gram entries, scaled to unit area, of all sublattices."""
    g = basis @ basis.T
    i, j, k = FORMS[:START[largest + 1]].T
    p = i * i * g[0, 0] + 2 * i * j * g[0, 1] + j * j * g[1, 1]
    q = k * k * g[1, 1]
    c = k * (i * g[0, 1] + j * g[1, 1])
    area = i * k * abs(np.linalg.det(basis))
    return np.column_stack(reduce_gram(p / area, q / area, c / area))


def of_index(shapes, n):
    return shapes[START[n]:START[n + 1]]


def cosh_distance(first, second):
    """cosh(d) for every pair of unit-area Gram matrices."""
    partner = np.column_stack((second[:, 1] / 2, second[:, 0] / 2,
                               -second[:, 2]))
    return first @ partner.T


def strain_norm(s, cosh_d):
    d = math.acosh(max(1.0, float(cosh_d)))
    return math.sqrt((s * s + d * d) / 2)


def svd_strain(maps):
    stretches = np.linalg.svd(maps, compute_uv=False)
    return np.sqrt(np.sum(np.log(stretches) ** 2, axis=-1))


def random_cell(area, lowest):
    """Reduced cell; shape follows the invariant measure as lowest -> 0."""
    angle = rng.uniform(0, math.pi / 6)
    x = math.sin(angle)
    y = math.cos(angle) / rng.uniform(lowest, 1)
    return math.sqrt(area / y) * np.array([[1.0, 0.0], [x, y]])


# --- Hermite forms against subgroups of the finite group (Z/n)^2 ---
def generated(u, v, n):
    return frozenset(((a * u[0] + b * v[0]) % n, (a * u[1] + b * v[1]) % n)
                     for a in range(n) for b in range(n))


subgroup_counts = {}
for n in (4, 6):
    elements = list(itertools.product(range(n), repeat=2))
    direct = {generated(u, v, n) for u in elements for v in elements}
    direct = {group for group in direct if len(group) == n}
    listed = [generated((i, j), (0, k), n) for i, j, k in hermite_forms(n)]
    assert len(listed) == len(set(listed)) and set(listed) == direct
    subgroup_counts[n] = len(direct)


# --- Reduced pair against explicit changes of basis ---
def integer_matrices(limit):
    span = range(-limit, limit + 1)
    values = np.array(list(itertools.product(span, repeat=4)))
    det = values[:, 0] * values[:, 3] - values[:, 1] * values[:, 2]
    return values.reshape(-1, 2, 2), det


matrices3, det3 = integer_matrices(3)
unimodular = matrices3[np.abs(det3) == 1]
scramble = np.array([[2, 1], [5, 3]])
largest_gap = 0.0
for _ in range(150):
    cell_a = random_cell(rng.uniform(0.8, 1.2), 0.3)
    cell_b = random_cell(1.0, 0.3)
    maps = np.linalg.inv(cell_a) @ (unimodular @ cell_b)
    explicit = svd_strain(maps).min()
    shape_a = sublattice_shapes(scramble @ cell_a, 1)
    shape_b = sublattice_shapes(cell_b, 1)
    s = math.log(np.linalg.det(cell_b) / np.linalg.det(cell_a))
    reduced = strain_norm(s, cosh_distance(shape_a, shape_b)[0, 0])
    largest_gap = max(largest_gap, abs(explicit - reduced))
assert largest_gap < 1e-6

oblique = np.array([[1.0, 0.0], [0.25, 1.2]])
mirrored = oblique @ np.diag([1.0, -1.0])
maps = np.linalg.inv(oblique) @ (unimodular @ mirrored)
proper_strain = svd_strain(maps[np.linalg.det(maps) > 0]).min()
mirror_strain = strain_norm(0.0, cosh_distance(
    sublattice_shapes(oblique, 1), sublattice_shapes(mirrored, 1))[0, 0])
assert mirror_strain < 1e-7 and proper_strain > 0.1

# --- Largest turning of a direction under a pure stretch ---
stretch1, stretch2 = 1.06, 0.97
theta = np.linspace(0, math.pi / 2, 200001)
turning = np.abs(np.arctan2(stretch2 * np.sin(theta),
                            stretch1 * np.cos(theta)) - theta).max()
turn_bound = math.asin(math.tanh(math.log(stretch1 / stretch2) / 2))
assert abs(turning - turn_bound) < 1e-8

# --- Elastic energy of a film with a free surface ---
young, poisson, thickness = 100.0, 0.25, 10.0       # GPa, none, angstrom
area_modulus = young / (2 * (1 - poisson))
shear_modulus = young / (2 * (1 + poisson))
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
e1, e2 = 0.7, -0.3                                  # quadratic form: any scale


def bulk_energy(e3):
    return (lame * (e1 + e2 + e3) ** 2 / 2
            + shear_modulus * (e1 ** 2 + e2 ** 2 + e3 ** 2))


relaxed = minimize_scalar(bulk_energy).fun
plane = (area_modulus * (e1 + e2) ** 2 + shear_modulus * (e1 - e2) ** 2) / 2
assert abs(relaxed / plane - 1) < 1e-8

# --- Counting law and exponent on an ensemble of generic lattices ---
samples, small_n, large_n, eta_count = 500, 12, 40, 0.01
count_constant = 4 * math.sqrt(2) * zeta(2) ** 2
repeat_sum = sum((START[k + 1] - START[k]) / k ** 4
                 for k in range(1, MAX_INDEX + 1))
repeat_factor = zeta(3) * zeta(4)
assert abs(repeat_sum - repeat_factor) < 2e-4       # tail of truncated sum
primitive_constant = count_constant / repeat_factor
found, predicted = 0, 0.0
best_small, best_large = [], []
for sample in range(samples):
    ratio = 0.7 * 2 ** ((sample + 0.5) / samples)   # film area / substrate area
    shapes_a = sublattice_shapes(random_cell(ratio, 0.001), large_n)
    shapes_b = sublattice_shapes(random_cell(1.0, 0.4), 90)
    best = 0.3
    for n in range(1, large_n + 1):
        reach = math.sqrt(2) * max(eta_count, best)
        low = math.ceil(ratio * n * math.exp(-reach))
        high = math.floor(ratio * n * math.exp(reach))
        for m in range(low, high + 1):
            s = math.log(m / (ratio * n))
            table = cosh_distance(of_index(shapes_a, n), of_index(shapes_b, m))
            room = 2 * eta_count ** 2 - s * s
            if room > 0:
                found += int(np.sum(table < math.cosh(math.sqrt(room))))
            best = min(best, strain_norm(s, table.min()))
        if n == small_n:
            best_small.append(best * ratio ** (2 / 3))
    best_large.append(best * ratio ** (2 / 3))
    predicted += (count_constant * ratio ** 2 * (large_n + 0.5) ** 4
                  * eta_count ** 3)
count_ratio = found / predicted
# finite cells, finite strain radius and sampling each shift this by per cents
assert abs(count_ratio - 1) < 0.15
median_small, median_large = np.median(best_small), np.median(best_large)
exponent = (math.log(median_small / median_large)
            / math.log((large_n + 0.5) / (small_n + 0.5)))
assert abs(exponent - 4 / 3) < 0.2                  # finite range of areas
scaled_median = median_large * (large_n + 0.5) ** (4 / 3)
poisson_median = (math.log(2) / primitive_constant) ** (1 / 3)
assert abs(math.log(scaled_median / poisson_median)) < math.log(1.5)

# --- Worked example: square film on hexagonal substrate ---
film_a, substrate_b = 4.0, 3.0
film = film_a * np.eye(2)
substrate = substrate_b * np.array([[1, 0], [0.5, math.sqrt(3) / 2]])
area_film, area_sub = np.linalg.det(film), np.linalg.det(substrate)
film_shapes = sublattice_shapes(film, MAX_INDEX)
sub_shapes = sublattice_shapes(substrate, MAX_INDEX)


def best_pair(n, m):
    s = math.log(m * area_sub / (n * area_film))
    table = cosh_distance(of_index(film_shapes, n), of_index(sub_shapes, m))
    where = np.unravel_index(np.argmin(table), table.shape)
    copies = int(np.sum(table < table.min() + 1e-10))
    return strain_norm(s, table[where]), n, m, where, copies


matrices5, det5 = integer_matrices(5)
for n, m in ((1, 2), (2, 4), (3, 6)):
    inverse_film = np.linalg.inv(matrices3[np.abs(det3) == n] @ film)
    sub_cells = matrices5[det5 == m] @ substrate
    explicit = svd_strain(inverse_film[:, None] @ sub_cells[None]).min()
    assert abs(explicit - best_pair(n, m)[0]) < 1e-6


def reduced_supercell(form, basis):
    i, j, k = form
    cell = np.array([[i, j], [0, k]])
    for _ in range(200):
        u, v = cell @ basis
        cell[1] -= int(np.rint(u @ v / (u @ u))) * cell[0]
        u, v = cell @ basis
        if u @ v < 0:
            cell[1] *= -1
        if v @ v >= u @ u * (1 - 1e-10):
            return cell
        cell = cell[::-1].copy()
    raise RuntimeError("cell reduction did not finish")


start_strain = 0.10
record, front = start_strain, []
for m in range(1, MAX_INDEX + 1):
    centre = m * area_sub / area_film
    width = math.sqrt(2) * start_strain
    low = max(1, math.ceil(centre * math.exp(-width)))
    high = math.floor(centre * math.exp(width))
    options = [best_pair(n, m) for n in range(low, high + 1)]
    if options:
        option = min(options, key=lambda item: item[0])
        if option[0] < record - 1e-7:
            front.append(option)
            record = option[0]

rows = []
to_mev = 1e9 * 1e-10 / CHARGE * 1e3 * 1e-20         # GPa*angstrom to meV/A^2
for eta, n, m, where, copies in front:
    film_int = reduced_supercell(FORMS[START[n] + where[0]], film)
    sub_int = reduced_supercell(FORMS[START[m] + where[1]], substrate)
    if np.linalg.det(film_int) * np.linalg.det(sub_int) < 0:
        film_int = film_int @ np.diag([1, -1])      # mirror of square lattice
    F = (np.linalg.inv(film_int @ film) @ (sub_int @ substrate)).T
    assert np.linalg.det(F) > 0 and abs(svd_strain(F) - eta) < 1e-6
    l1, l2 = np.linalg.svd(F, compute_uv=False)
    s, d = math.log(l1 * l2), math.log(l1 / l2)
    twist = math.degrees(math.atan2(F[1, 0] - F[0, 1], F[0, 0] + F[1, 1])) % 30
    twist = min(twist, 30 - twist)
    energy = thickness * to_mev * (area_modulus * s * s
                                   + shear_modulus * d * d) / 2
    area = m * area_sub
    x = area / math.sqrt(area_film * area_sub)
    estimate = (24 / (primitive_constant * x ** 4)) ** (1 / 3)
    rows.append((eta, n, m, area, s, d, copies, estimate, l1, l2, twist,
                 energy, film_int, sub_int))

print("sublattices of index 4 and 6:", subgroup_counts[4], subgroup_counts[6])
print(f"reduced vs explicit strain, largest gap: {largest_gap:.1e}")
print(f"mirrored oblique pair: eta with mirror {mirror_strain:.1e}, "
      f"rotation only {proper_strain:.4f}")
print(f"stretches {stretch1}, {stretch2}: largest turning "
      f"{math.degrees(turning):.4f} deg")
print(f"ensemble: {samples} pairs, n up to {large_n}, eta < {eta_count}")
print(f"matches found {found}, predicted {predicted:.0f}, "
      f"ratio {count_ratio:.3f}")
print(f"count constant: all {count_constant:.3f}, "
      f"primitive {primitive_constant:.3f}")
print(f"repeat factor zeta(3)zeta(4): {repeat_factor:.4f}")
print(f"exponent from n = {small_n} to {large_n}: {exponent:.3f} "
      f"(law {4 / 3:.3f})")
print(f"median eta*x^(4/3): found {scaled_median:.3f}, "
      f"Poisson {poisson_median:.3f}")
print(f"area factor for half the strain: {2 ** 0.75:.3f}")
print(f"film a = {film_a:.2f} A, substrate b = {substrate_b:.2f} A")
print(f"primitive areas: film {area_film:.4f}, substrate {area_sub:.4f} A^2")
print(f"E = {young:.0f} GPa, nu = {poisson:.2f}, t = {thickness:.0f} A")
print(f"K = {area_modulus:.3f} GPa, G = {shear_modulus:.3f} GPa")
print("record cells: n, m, area/A^2, eta/%, s/%, d/%, copies, estimate/%")
for r in rows:
    print(f"{r[1]:3d} {r[2]:3d} {r[3]:8.2f} {100*r[0]:7.3f} {100*r[4]:7.3f} "
          f"{100*r[5]:7.3f} {r[6]:3d} {100*r[7]:7.3f}")
print("same cells: n, m, strains/%, twist/deg, w/(meV/A^2), w*area/meV")
for r in rows:
    print(f"{r[1]:3d} {r[2]:3d} {100*(r[8]-1):7.3f} {100*(r[9]-1):7.3f} "
          f"{r[10]:7.3f} {r[11]:9.4f} {r[11]*r[3]:9.2f}")
chosen = next(r for r in rows if r[0] < 0.02)
print(f"first cell below 2%: n = {chosen[1]}, m = {chosen[2]}")
print("film rows:", chosen[12].tolist(), " substrate rows:",
      chosen[13].tolist())
print("done: every assertion held")
```

Printed output:

```
sublattices of index 4 and 6: 7 12
reduced vs explicit strain, largest gap: 2.3e-13
mirrored oblique pair: eta with mirror 1.5e-08, rotation only 0.2925
stretches 1.06, 0.97: largest turning 2.5410 deg
ensemble: 500 pairs, n up to 40, eta < 0.01
matches found 20205, predicted 21834, ratio 0.925
count constant: all 15.306, primitive 11.765
repeat factor zeta(3)zeta(4): 1.3010
exponent from n = 12 to 40: 1.413 (law 1.333)
median eta*x^(4/3): found 0.412, Poisson 0.389
area factor for half the strain: 1.682
film a = 4.00 A, substrate b = 3.00 A
primitive areas: film 16.0000, substrate 7.7942 A^2
E = 100 GPa, nu = 0.25, t = 10 A
K = 66.667 GPa, G = 40.000 GPa
record cells: n, m, area/A^2, eta/%, s/%, d/%, copies, estimate/%
  5   9    70.15   9.683 -13.142   3.848   6  10.942
  6  12    93.53   5.180  -2.606   6.846  24   7.456
  7  15   116.91   4.077   4.293   3.848  24   5.538
 10  21   163.68   3.160   2.273   3.848  12   3.536
 12  24   187.06   2.606  -2.606   2.606  18   2.959
 13  27   210.44   1.228   1.168   1.285  24   2.529
 24  49   381.92   0.824  -0.544   1.031  12   1.142
 35  72   561.18   0.744   0.211   1.031  12   0.684
 39  80   623.54   0.074  -0.074   0.074   6   0.594
same cells: n, m, strains/%, twist/deg, w/(meV/A^2), w*area/meV
  5   9  -4.541  -8.144  15.000   37.7804   2650.22
  6  12   2.143  -4.616   1.813    7.2630    679.31
  7  15   4.155   0.223   4.107    5.6836    664.49
 10  21   3.108  -0.784  10.893    2.9235    478.52
 12  24   0.000  -2.572  10.208    2.2603    422.82
 13  27   1.234  -0.058   3.068    0.4900    103.11
 24  49   0.244  -0.784  10.893    0.1942     74.18
 35  72   0.623  -0.409   3.435    0.1420     79.67
 39  80   0.000  -0.074   0.000    0.0018      1.14
first cell below 2%: n = 13, m = 27
film rows: [[-1, -2], [5, -3]]  substrate rows: [[-3, 3], [-5, -4]]
done: every assertion held
```
